# Threshold-voltage variance of a ferroelectric transistor with independent equal grains

## Result

A ferroelectric transistor has $N$ grains of equal area and equal influence on the channel. A write pulse, applied after a full erase, switches each grain independently with the same probability $p$. If the threshold voltage $V_T$ responds to the area-averaged polarization, then

$$
\operatorname{Var}V_T=\frac{M^2}{N}\,p(1-p),\qquad M=\frac{2P_n}{C_F}. \tag{1}
$$

Here $M$ is the memory window, $P_n$ the magnitude of the net polarization of a grain and $C_F$ the capacitance per area of the ferroelectric film. The variance is largest at $p=1/2$, where the standard deviation is $\sigma_{\max}=M/(2\sqrt N)$.

The variable $p$ is the mean switched fraction over many writes or many devices. It is not the fraction $f=k/N$ realised in one write, where $k$ is the number of switched grains. In this model $V_T$ is a function of $f$, so at given $f$ it has no variance. The spread in (1) is the spread of $f$ about $p$.

## From polarization to threshold voltage

The device is an n-channel transistor. From the gate down, the stack is a ferroelectric film (thickness $t_F$, relative permittivity $\varepsilon_F$), an oxide interlayer ($t_I$, $\varepsilon_I$) and p-type silicon. Polarization and displacement count as positive when they point toward the silicon. A switched grain has $+P_n$, an unswitched grain $-P_n$.

The net polarization is what remains after charge trapped at the film/interlayer face has compensated most of the full polarization $P_{\rm full}$. The compensation is taken as the same fraction in every grain, with the sign following the grain.

Let $V_T$ be the gate voltage at which the silicon surface potential reaches a fixed value $\psi$. The depletion charge per area is then $-Q_d$, also fixed, so the displacement entering the silicon is $Q_d$. For uniform net polarization $P$, the voltage drops are:

- interlayer: $Q_d/C_I$, with $C_I=\varepsilon_0\varepsilon_I/t_I$;
- film: the displacement obeys $Q_d=\varepsilon_0\varepsilon_F E_F+P$, so the drop is $E_Ft_F=(Q_d-P)/C_F$, with $C_F=\varepsilon_0\varepsilon_F/t_F$.

Adding the flat-band voltage $V_{FB}$ and $\psi$ gives

$$
V_T=V_{FB}+\psi+\frac{Q_d}{C_{ox}}-\frac{P}{C_F},\qquad \frac1{C_{ox}}=\frac1{C_F}+\frac1{C_I}. \tag{2}
$$

Polarization toward the channel attracts electrons and lowers $V_T$. At fixed $P$ the shift does not depend on the interlayer thickness, because the polarization changes only the field in the film when $Q_d$ is held fixed.

With $k$ switched grains the area average is

$$
P=\frac{kP_n-(N-k)P_n}{N}=P_n(2f-1).
$$

Let $V_{\rm high}$ be the threshold at $f=0$. Equation (2) becomes

$$
V_T=V_{\rm high}-Mf. \tag{3}
$$

Each additional switched grain lowers the threshold by $M/N$.

## Variance and its maximum

Let $s_i=1$ if grain $i$ is switched and $0$ otherwise, so that $f=\sum_i s_i/N$. Since $s_i^2=s_i$, the mean of $s_i^2$ is $p$, and

$$
\operatorname{Var}s_i=p-p^2=p(1-p).
$$

For independent grains the covariances vanish and the variances add:

$$
\operatorname{Var}f=\frac1{N^2}\sum_i\operatorname{Var}s_i=\frac{p(1-p)}N .
$$

Equation (3) multiplies $f$ by $-M$, hence the variance by $M^2$, which gives (1). Completing the square,

$$
p(1-p)=\tfrac14-\left(p-\tfrac12\right)^2,
$$

shows one maximum, at $p=1/2$, and symmetry about it. At $p=0$ or $1$ every grain has a certain outcome and the variance vanishes. For small $p$ it grows as $M^2p/N$, the result for rare independent events.

Equation (1) can be written in measured voltages. By (3) the mean threshold is $\bar V=V_{\rm high}-Mp$. With $V_{\rm low}=V_{\rm high}-M$,

$$
\operatorname{Var}V_T=\frac{(V_{\rm high}-\bar V)(\bar V-V_{\rm low})}{N}. \tag{4}
$$

A fit of measured variance to (4) yields an effective grain number. It estimates $N$ only if the grains are independent and have equal probabilities. For repeated writes of one device whose grains have different fixed switching voltages, the variance is smaller, as (5) below shows, and the fitted number is too large. A background noise may be subtracted first if it is independent of the switching and of the state.

## When the assumptions are relaxed

**Unequal influence.** Replace $f$ by $\sum_i w_is_i$ with $\sum_i w_i=1$. The same addition of variances gives

$$
\operatorname{Var}V_T=M^2p(1-p)\sum_i w_i^2 .
$$

The maximum stays at one half. If the weights are area fractions and the areas have relative standard deviation $c_a$, then $\sum_i w_i^2=(1+c_a^2)/N$.

A variance now remains even at fixed count. Given $k$, with all arrangements equally likely, $\operatorname{Var}s_i=f(1-f)$. Every pair has the same covariance $c$. Since $\sum_i s_i$ is fixed, its variance is zero:

$$
Nf(1-f)+N(N-1)c=0,\qquad c=-\frac{f(1-f)}{N-1}.
$$

Using $\sum_{i\ne j}w_iw_j=1-\sum_iw_i^2$,

$$
\operatorname{Var}(V_T|k)=M^2f(1-f)\left[\sum_i w_i^2-\frac{1-\sum_i w_i^2}{N-1}\right]
=M^2f(1-f)\frac{N\sum_i w_i^2-1}{N-1}.
$$

This also peaks at half switching and vanishes for equal weights.

**Unequal probabilities.** For fixed probabilities $p_i$ with mean $\bar p$ and variance $v_p$ over the grains, the mean of $p_i^2$ is $\bar p^2+v_p$. Therefore

$$
\operatorname{Var}f=\frac1{N^2}\sum_i p_i(1-p_i)=\frac{\bar p(1-\bar p)-v_p}{N}. \tag{5}
$$

If half the grains always switch and half never do, $\bar p=1/2$ and $v_p=1/4$: the state is half-switched and has no variance. Equal probabilities are thus a real condition of the theorem.

**Correlated grains.** If every pair has correlation coefficient $r$, the $N(N-1)$ covariance terms give

$$
\operatorname{Var}f=\frac{p(1-p)}N\,[1+(N-1)r].
$$

For $N=100$, a correlation of only $1/99$ doubles the variance. One source is a probability that varies from write to write, in common for all grains, with mean $\bar p$ and variance $v$. The mean conditional variance plus the variance of the conditional mean is

$$
\operatorname{Var}f=\frac{\bar p(1-\bar p)-v}{N}+v=\frac{\bar p(1-\bar p)}N+\left(1-\frac1N\right)v. \tag{6}
$$

The last term does not average out in a larger gate.

## Repeated writes and different devices

Suppose grain $i$ has a fixed switching voltage, drawn from a normal distribution of standard deviation $s$. Each write adds an independent normal variation of standard deviation $b$. Over a population of devices, the grains are independent and have the same overall probability, so (1) gives the total variance. By (5), averaged over devices, it splits into

$$
\underbrace{\frac{M^2}{N}\left(\bar p-\langle p_i^2\rangle\right)}_{\text{repeated writes}}+
\underbrace{\frac{M^2}{N}\left(\langle p_i^2\rangle-\bar p^2\right)}_{\text{device to device}} .
$$

The quantity $\langle p_i^2\rangle$ is the probability that the same grain switches in two separate writes. The two effective switching voltages are jointly normal, with correlation $\rho=s^2/(s^2+b^2)$. At $\bar p=1/2$ both must lie below their mean. After a linear change to two independent normal variables, this region is a wedge of angle $\pi/2+\arcsin\rho$. The distribution is isotropic, so

$$
\langle p_i^2\rangle=\frac14+\frac{\arcsin\rho}{2\pi}. \tag{7}
$$

## When the area average may be used

Equation (3) treats the channel as if it saw one average polarization. Current, however, flows through a pattern of grains with different local thresholds. Consider strong inversion, small drain voltage and uniform mobility. The local sheet conductance is then proportional to the local overdrive $u$, the gate voltage minus the local threshold. Let $G$ be the channel conductance in units such that a uniform overdrive $u$ gives $G=u$. The threshold inferred at gate voltage $V_{\rm read}$ is $V_{\rm read}-G$, and area averaging means $G=\bar u$.

Two variational statements bound the error. At fixed end voltages the true potential minimises the dissipated power; a linear trial potential gives $G\le\bar u$. At fixed current the true current distribution minimises it; a uniform trial current gives $1/G\le\overline{1/u}$. Write $u=\bar u+\delta$, with $\bar\delta=0$. To second order,

$$
\overline{1/u}\simeq\frac1{\bar u}\left(1+\frac{\overline{\delta^2}}{\bar u^2}\right),\qquad
0\le\bar u-G\lesssim\frac{\overline{\delta^2}}{\bar u}. \tag{8}
$$

The error is of second order in the contrast, and it raises the inferred threshold. In subthreshold operation the conductance is instead exponential in the local surface potential. The contrast is then small only if the potential ripple is well below $k_BT/e$, about 26 mV at 300 K. Without that condition, (1) should not be applied to a subthreshold constant-current reading.

Fringing fields reduce the contrast of small grains. Take a sheet charge at the film/interlayer face with lateral wavenumber $q$, between a gate and an inverted channel treated as grounded planes. Let its potential amplitude at the face be $\phi_0$. The potential falls to zero as a hyperbolic sine in each layer, and Gauss's law at the face gives

$$
\text{charge amplitude}=\varepsilon_0q\phi_0\left[\varepsilon_F\coth(qt_F)+\varepsilon_I\coth(qt_I)\right].
$$

The charge induced in the channel has magnitude $\varepsilon_0\varepsilon_Iq\phi_0/\sinh(qt_I)$. Its share of the sheet charge is

$$
S(q)=\frac{\varepsilon_I/\sinh(qt_I)}{\varepsilon_F\coth(qt_F)+\varepsilon_I\coth(qt_I)} . \tag{9}
$$

For $q\to0$, $S=C_I/(C_F+C_I)=C_{ox}/C_F$. Dividing this induced charge by $C_{ox}$ recovers the shift $P/C_F$ of (2).

## Worked example

The gate measures 100 nm × 100 nm and the grains 10 nm × 10 nm, so $N=100$. The film is 10 nm thick with $\varepsilon_F=30$, and the interlayer 1 nm thick with $\varepsilon_I=3.9$. These give $C_F=2.656$ µF/cm² and $C_{ox}=1.501$ µF/cm². With $P_n=1.0$ µC/cm²,

$$
M=\frac{2\times1.0}{2.656}\ \mathrm V=0.753\ \mathrm V,\qquad
\sigma_{\max}=\frac{753\ \mathrm{mV}}{2\sqrt{100}}=37.6\ \mathrm{mV}.
$$

One grain moves the threshold by 7.5 mV. At $p=0.1$ or $0.9$, $\sigma=75.3\sqrt{0.09}=22.6$ mV; at $p=0.3$ or $0.7$ it is 34.5 mV.

**Four levels.** Place levels at $p=0,1/3,2/3,1$. Their spacing is $M/3=251$ mV, and the two inner levels have $\sigma=35.5$ mV. A decision voltage midway between levels is therefore $125.5/35.5=3.5$ standard deviations away. For the level $p=1/3$, summing the binomial probabilities of $k\le16$ and $k\ge50$ gives a misread probability of $5\times10^{-4}$; the tie at $k=50$ counts as an error.

To place the decision voltage $z$ standard deviations away, one needs

$$
\frac M6=zM\sqrt{\frac{2/9}{N}}\quad\Longrightarrow\quad N=8z^2 .
$$

The window cancels. For these levels, and with switching noise alone, a larger window does not reduce the error; more independent grains do.

**Current crowding.** A resistor network with one node per grain was solved at a gate voltage 1.0 V above the mid-window threshold. Neighbouring nodes are joined by two half-grains in series. The local overdrives include the fringing of (9), with the pattern repeated sideways. Each row uses 1500 random patterns, so a standard deviation has a relative sampling error near 2%. The coarse grid of one node per grain overstates the rise in the last column, by up to about a tenth. Values are in mV.

| $p$ | $\sigma$, network | $\sigma$, area average | rise of mean $V_T$ |
|---|---|---|---|
| 0.1 | 19.9 | 22.5 | 9.9 |
| 0.3 | 32.0 | 33.6 | 22.5 |
| 0.5 | 37.1 | 36.7 | 25.4 |
| 0.7 | 36.0 | 33.9 | 20.2 |
| 0.9 | 25.1 | 22.8 | 8.1 |

Both columns of $\sigma$ use the same patterns. The network curve is not symmetric: relative to the area average, $\sigma$ is 12% lower at $p=0.1$ and 10% higher at $p=0.9$. The last column explains most of this. If it is called $\Delta(p)$, the mean threshold is $V_{\rm high}-Mp+\Delta(p)$. To first order in the fluctuation of the count, $\sigma$ is multiplied by $|1-\Delta'(p)/M|$. From neighbouring rows, $\Delta'(0.3)\simeq(25.4-9.9)/0.4=39$ mV, a factor 0.95. Likewise $\Delta'(0.7)\simeq-43$ mV, a factor 1.06. The table gives the same two ratios. Of the five values of $p$, $\sigma$ is largest at 0.5, but the values at 0.5 and 0.7 are close. The maximum may lie somewhat above one half, and these data do not locate it. The table, like (8), assumes a uniform mobility, which is a poor approximation at this overdrive. The effective vertical field in the silicon runs from about 0.7 MV/cm under unswitched grains to 1.3 MV/cm under switched ones, and over this range a typical electron mobility falls by roughly 40%. The conductance is then a concave function of $u$. With such a mobility the rise of the inferred threshold is about two to six times larger and the asymmetry of $\sigma$ is stronger. The table shows the mechanism, not its size in a real channel.

**Grain and pulse variations.** A relative area spread of 0.5 multiplies $\sigma$ by $\sqrt{1.25}=1.12$. Take $s=0.30$ V and $b=0.10$ V, so $\rho=0.9$ and (7) gives $\langle p_i^2\rangle=0.428$. At half switching, repeated writes of one device then have $\sigma=20$ mV and the device-to-device part is 32 mV; their squares add to the square of 37.6 mV.

For the same distribution, a common pulse-amplitude error of 20 mV is multiplied by the slope of $\bar p$ at its centre, $1/\sqrt{2\pi(s^2+b^2)}=1.26$ per volt. The resulting spread of $p$ is 0.025, and by (6) it adds 19 mV in quadrature.

**Dopants and trapped charge.** For acceptor density $N_A=3\times10^{17}$ cm⁻³ the depletion width is $W=62$ nm. An acceptor at depth $z$ shifts $V_T$ by $(e/AC_{ox})(1-z/W)$, where $A$ is the gate area. Integrating the square over independently placed acceptors gives

$$
\sigma_{\rm dop}=\frac e{C_{ox}}\sqrt{\frac{N_AW}{3A}}=8.4\ \mathrm{mV}.
$$

This is a one-dimensional, long-channel estimate. A depletion width of 62 nm is not small against a 100 nm gate, so a real device of this length needs heavier doping; at $10^{18}$ cm⁻³ the same formula gives 11.5 mV.

With $P_{\rm full}=20$ µC/cm², the compensating charge amounts to $(P_{\rm full}-P_n)A/e\simeq1.2\times10^4$ elementary charges. If they were trapped independently, the square root of this number, times $e/(AC_F)$, would give 66 mV. Trapping, however, changes the potential that drives further trapping. If the trapped charge instead fluctuates thermally on the capacitance $A(C_F+C_I)$, its variance is $k_BTA(C_F+C_I)$ and the threshold spread is 6 mV. These are two estimates, not proven bounds. Added in quadrature to the switching and dopant parts, they give totals of 76 and 39 mV.

**Fields during read.** Neglecting fringing, the displacement into the silicon is $Q_d+C_{ox}u$. In an unswitched grain the film field is $(Q_d+C_{ox}u+P_n)/(\varepsilon_0\varepsilon_F)=0.84$ MV/cm, or 0.70 of an assumed coercive field of 1.2 MV/cm. This margin does not exclude slow disturbance by many reads. Nor does it protect the weakest grains: if 1.2 MV/cm is the mean switching field and the spreads $s$ and $b$ above are spreads of gate voltage, about 2% of the grains in a fully erased gate would switch during the first read. If the same spreads referred to the voltage across the film, the figure would be about 13%. Under a switched grain the interlayer field is 6.8 MV/cm, a heavy load for a thin oxide and a reason not to raise the read voltage freely in order to improve the averaging. Writing is harsher still. If the trapped charge followed the polarization at once and neighbouring grains did not interact, the same estimate would give about 10 MV/cm for a pulse that switches half the grains and about 12 MV/cm for one two standard deviations higher, which switches about 98% of them. Trapped charge that lags behind the polarization makes the interlayer field higher. Such fields can wear out or break down a thin oxide, so the example illustrates the statistics and is not a durable design.

## Comparison with hafnia devices

A film near 10 nm, a polarization of 10 to 20 µC/cm², a coercive field near 1 MV/cm and a window near 1 V are rough typical values for hafnia transistors. The net polarization used here is much smaller than the full one for a reason: without compensation, 20 µC/cm² would contribute a film field against the polarization of 7.5 MV/cm at fixed displacement, or 3.3 MV/cm with gate and channel both grounded. Either value is well above the coercive field. The 10 nm grain size is at the fine end. Grains of 20 nm under the same gate would leave $N=25$ and double $\sigma_{\max}$ to 75 mV. Real grains also differ in size, crystal orientation and switching voltage, and they influence their neighbours. In the stack of the example, with gate and channel held at fixed potentials, switching all grains raises the potential of the film/interlayer face by $2P_n/(C_F+C_I)=0.33$ V. Part of the rise caused by each grain extends over its neighbours and opposes their switching. This favours negative correlations and a switching spread below that of (1), so independence is an idealisation here. The effect is not small: about half of the rise falls on other grains. If grains switch one by one at gate voltages spread as in the example, this coupling through the net polarization alone lowers $\sigma$ at half switching from 37.6 to about 28 mV. For the numbers above, the spread of switching voltages nearly halves the repeated-write $\sigma$, while independent trapping would double the total spread. The 37.6 mV is therefore the switching contribution of the stated model, not a prediction of the full threshold spread of a device.

All numerical values are calculated from the stated model.
